# PiN plasma density with quadratic emitter recombination and finite bulk lifetime

## Second half: unequal mobilities and unequal emitters

### Symbols and results carried over

The plasma density $n(x)$ fills $0<x<W$, with the anode at 0 and the cathode at $W$. Its edge values are $n_L$ and $n_R$, and its mean is $\bar n$. The current density $J$ flows along $+x$, $b=\mu_n/\mu_p$ is the mobility ratio, $D$ the ambipolar diffusivity, $\tau$ the constant bulk lifetime, $L=\sqrt{D\tau}$ and $w=W/L$. The emitters lose fluxes $h_pn_L^2$ and $h_nn_R^2$. The first half gave

$$Dn''=\frac n\tau,\qquad h_pn_L^2-Dn'(0)=g_L,\qquad h_nn_R^2+Dn'(W)=g_R,$$

with $g_L=bJ/[q(1+b)]$ and $g_R=J/[q(1+b)]$.

### The edge equations

The solution of the linear equation with given edge values is

$$n(x)=\frac{n_L\sinh[(W-x)/L]+n_R\sinh(x/L)}{\sinh w}.$$

Its end slopes are

$$n'(0)=\frac{-n_L\cosh w+n_R}{L\sinh w},\qquad n'(W)=\frac{-n_L+n_R\cosh w}{L\sinh w}.$$

Define $c=(D/L)\coth w$ and $k=(D/L)/\sinh w$, so that $c>k>0$. The edge conditions become

$$h_pn_L^2+cn_L-kn_R=g_L,$$
$$h_nn_R^2+cn_R-kn_L=g_R .$$

The terms in $k$ express the help that each edge receives from the other by diffusion.

Two quadratics can have up to four solutions, so it must be shown that one of them is physical. On the quadrant $n_L,n_R\ge0$ consider

$$\Phi=\frac{h_pn_L^3+h_nn_R^3}{3}+\frac c2(n_L^2+n_R^2)-kn_Ln_R-g_Ln_L-g_Rn_R .$$

Setting its two derivatives to zero gives the edge equations. Its matrix of second derivatives has diagonal entries $c+2h_pn_L$ and $c+2h_nn_R$ and off-diagonal entries $-k$. Since $c>k$, this matrix is positive definite and $\Phi$ is strictly convex. The quadratic part is at least $(c-k)(n_L^2+n_R^2)/2$, so $\Phi$ grows without limit at large densities and has one minimum. On the side $n_L=0$ the derivative with respect to $n_L$ is $-kn_R-g_L<0$, so moving inward lowers $\Phi$, and likewise on the other side. The minimum therefore lies at positive densities. Any other positive solution would also be a minimum, which strict convexity forbids. The profile is then positive everywhere, being a sum of positive terms.

For computation, solve the second equation for its positive root,

$$n_R=\frac{2(g_R+kn_L)}{c+\sqrt{c^2+4h_n(g_R+kn_L)}},$$

and insert it into the first. One scalar equation for $n_L$ remains.

### Charge balance

Add the edge equations:

$$h_pn_L^2+h_nn_R^2+(c-k)(n_L+n_R)=\frac Jq .$$

Here $c-k=(D/L)(\cosh w-1)/\sinh w=(D/L)\tanh(w/2)$. Integrating the profile gives

$$\bar n=\frac{(n_L+n_R)(\cosh w-1)}{w\sinh w}=(n_L+n_R)\frac{\tanh(w/2)}{w}.$$

The linear term is therefore $Dw\bar n/L=W\bar n/\tau$, and

$$\frac Jq=\frac{W\bar n}{\tau}+h_pn_L^2+h_nn_R^2 .$$

Divided by $J/q$, the three terms define the shares $f_B$, $f_L$ and $f_R$, whose sum is one.

### Three limits

**Bulk control.** Set $h_p=h_n=0$. The determinant of the linear system is $c^2-k^2=(D/L)^2$, and inversion gives

$$n_L=\frac LD\left(g_L\coth w+\frac{g_R}{\sinh w}\right),\qquad n_R=\frac LD\left(g_R\coth w+\frac{g_L}{\sinh w}\right).$$

For $b>1$ the anode edge is the higher one. The charge balance still gives $\bar n=J\tau/(qW)$, whatever the value of $b$. The mean takes this value when $h_pn_L^2+h_nn_R^2\ll J/q$ for these densities. The edge formulas ask more; they hold when $h_pn_L^2\ll g_L$ and $h_nn_R^2\ll g_R$. With the base of the example below ($b=8$) and no anode loss, a cathode loss of 5% of $J/q$ at these densities lowers the mean by 4% but $n_R$ by 12%.

**Emitter control with a flat plasma.** Let $w\ll1$ and let bulk loss be negligible. The anode equation becomes $(D/W)(n_L-n_R)\simeq g_L-h_pn_L^2$. Both terms on the right lie between 0 and $J/q$, so $|n_L-n_R|$ is at most about $JW/(qD)$. With $H=h_p+h_n$ the density is

$$n=\sqrt{\frac{J}{qH}},$$

and the relative difference between the edges is at most about $HnW/D$. Sufficient conditions are

$$\frac W\tau\ll Hn\ll\frac DW .$$

Such a window exists only if $W\ll L$. The upper bound is not needed when $h_p/h_n=b$, because each emitter then absorbs exactly the flux supplied to its edge. The emitters of the example below, with $h_p/h_n=8.2$ and $b=8$, are close to this case.

**Emitter control with separate edges.** As $J\to\infty$ at fixed parameters, densities grow as $\sqrt J$, so the linear terms fall behind $g_L$ and $g_R$. Then

$$n_L\to\sqrt{g_L/h_p},\qquad n_R\to\sqrt{g_R/h_n}.$$

Each emitter now receives its own mobility-determined part of the current. The mean still contains $L$ through $\tanh(w/2)/w$.

### Slopes for unequal emitters

Let $\bar m$, $m_L$ and $m_R$ be the derivatives of $\ln\bar n$, $\ln n_L$ and $\ln n_R$ with respect to $\ln J$. Differentiating the charge balance with respect to $\ln J$ and dividing by $J/q$ gives

$$f_B\bar m+2f_Lm_L+2f_Rm_R=1 .$$

This replaces the single exponent of the symmetric diode, to which it reduces when all slopes are equal.

The trend with current can also be proved. Let a dot mean $d/dJ$. Differentiating the edge equations once gives $M\dot{\mathbf n}=\mathbf a$, where $\mathbf a=(g_L/J,\,g_R/J)$ is constant and positive and $M$ is the matrix of second derivatives of $\Phi$. The inverse of a positive definite two-by-two matrix with negative off-diagonal entries has positive entries only, so both edge densities rise with $J$. A second differentiation gives

$$M\ddot{\mathbf n}=-2\,(h_p\dot n_L^2,\;h_n\dot n_R^2),$$

so both second derivatives are negative. The densities are concave in $J$ and vanish at $J=0$; hence $\bar n/J$ falls with current, and so does $f_B=qW\bar n/(\tau J)$. In this model a diode can pass from bulk to emitter control as the current rises, but not back.

### What a square root does and does not prove

Bulk bimolecular recombination at rate $Bn^2$ also gives a square root. For a flat plasma with no other loss, $J/q=BWn^2$ and

$$n=\sqrt{\frac{J}{qBW}} .$$

The current exponent cannot separate this from emitter control, but the width can. Emitter control of a flat plasma gives a density independent of $W$; bimolecular control gives $W^{-1/2}$; lifetime control gives $W^{-1}$, all at fixed $J$.

Numerical solutions with $W$ doubled from 100 to 200 µm show density ratios of 1.000 for emitter control and 0.707 for bimolecular control. The first used the emitters of the example below at $10^{-6}$ A/cm², the second $B=10^{-12}$ cm³/s at $10^{-4}$ A/cm² without emitter loss. Both used $\tau=1000$ s to remove the linear loss, so they test the mathematical limits, not operating points. For $W\ll L$ and $Hn\gg D/W$ the edges separate, the profile is linear, and the mean is again independent of $W$. Once $W$ approaches $L$, the sag of the profile brings $W$ back into emitter control, and the comparison is no longer clean.

An exponent of one is not proof of bulk control either. A linear interface loss $Sn_L$ at the anode adds $S$ to $c$ in the first edge equation and also gives $n\propto J$ at low current.

### A silicon carbide example

The parameters are round, rough values in the regime of a 10 kV class 4H silicon carbide rectifier at 300 K: $W=100$ µm, $\tau=5$ µs, $\mu_n=800$ and $\mu_p=100$ cm²/Vs, and background doping $5\times10^{14}$ cm⁻³. The anode holds $10^{20}$ cm⁻³ of aluminium with an effective level at 0.15 eV. With valence-band density of states $N_v=2.5\times10^{19}$ cm⁻³ and degeneracy factor 4, the ionization balance is

$$\frac{p_0^2}{10^{20}\ \text{cm}^{-3}-p_0}=\frac{N_v}{4}e^{-0.15\,\text{eV}/kT},$$

which gives $p_0=1.37\times10^{18}$ cm⁻³. Little more than 1% of the aluminium is ionized. The cathode has $10^{19}$ electrons per cm³. Both emitters are 1 µm wide, with minority lifetime 1 ns and gap narrowing 50 meV; the minority mobilities are 50 cm²/Vs in the anode and 40 in the cathode. For the anode the minority diffusivity is $D_E=1.29$ cm²/s, the minority diffusion length is $L_E=0.36$ µm, and the gap narrowing $\Delta$ gives the factor $e^{\Delta/kT}=6.92$. With emitter width $W_E$ the coefficient is $h_p=D_Ee^{\Delta/kT}/[p_0L_E\tanh(W_E/L_E)]$, so

$$h_p=\frac{1.293\times6.92}{(1.365\times10^{18})(3.60\times10^{-5})(0.992)}=1.84\times10^{-13}\ \text{cm}^4/\text{s}.$$

The cathode value is $h_n=2.23\times10^{-14}$ cm⁴/s.

In the base $D=4.60$ cm²/s, $L=47.9$ µm and $w=2.09$, hence $c=989$ and $k=242$ cm/s. At 100 A/cm² the supplied fluxes are $g_L=5.55\times10^{20}$ and $g_R=6.94\times10^{19}$ cm⁻²s⁻¹. The solution is

$$n_L=5.28\times10^{16},\qquad n_R=4.24\times10^{16}\ \text{cm}^{-3}.$$

In units of $10^{19}$ cm⁻²s⁻¹ the anode equation reads $51.3+5.2-1.0=55.5$, and the cathode equation $4.0+4.2-1.3=6.9$. The mean is

$$\bar n=(9.53\times10^{16})\frac{0.779}{2.086}=3.56\times10^{16}\ \text{cm}^{-3}.$$

The bulk takes 11% of the current, the anode 82% and the cathode 6%. The anode edge lies 4% below its separate-edge limit, the cathode edge 24% below, because the net flux into the base takes a different part of the supply at each edge: $cn_L-kn_R$ is 8% of $g_L$, while $cn_R-kn_L$ is 42% of $g_R$. The slopes satisfy the sum rule: $0.114(0.565)+2(0.822)(0.521)+2(0.064)(0.621)=1.00$.

The current sweep, with all else fixed, is:

| $J$ (A/cm²) | $\bar n$ (cm⁻³) | $\bar m$ | $f_B$ |
|---|---|---|---|
| 1 | $1.9\times10^{15}$ | 0.74 | 0.61 |
| 10 | $9.0\times10^{15}$ | 0.63 | 0.29 |
| 100 | $3.6\times10^{16}$ | 0.57 | 0.11 |
| 1000 | $1.2\times10^{17}$ | 0.52 | 0.04 |

Bulk and emitters share equally at 2.0 A/cm². At 1 A/cm² the mean is just 3.8 times the doping, so these low-current figures are rough. With the doping included, the equal-share current moves to 1.7–1.9 A/cm², the mean hole density at 1 A/cm² falls by 6–14%, and its slope rises to about 0.8. The spread depends on how the lifetime is continued toward low injection. A larger bulk share needs a still lower current, where the high-injection assumption fades. These parameters therefore offer no wide range of lifetime-limited high injection.

At 100 A/cm², lifetimes of 0.5, 5 and 50 µs give means of 1.0, 3.6 and $5.2\times10^{16}$ cm⁻³. At 5 µs the logarithmic slope with respect to $\tau$ is 0.35, although the bulk share is only 0.11. The reason is the sag. With the edges held fixed, differentiation of $\tanh(w/2)/w$ gives

$$\frac{\partial\ln\bar n}{\partial\ln\tau}=\frac12\left(1-\frac{w}{\sinh w}\right)=0.24 ,$$

and the remaining 0.11 comes through the edges. A small bulk share alone does not make the plasma insensitive to lifetime.

For nine combinations, $J=1$, 100 and 1000 A/cm² with these three lifetimes, profiles and means from the formula differ from numerical solutions of the two current equations by at most $1.3\times10^{-8}$ relative to the numerical values.

### The voltage across the plasma

From the expression for $nE$ in the first half,

$$E=\frac{J}{q(\mu_n+\mu_p)n}-V_T\frac{b-1}{b+1}\frac{n'}{n},$$

where $V_T=kT/q$. Integration gives

$$V=\int_0^W\frac{J\,dx}{q(\mu_n+\mu_p)n}-V_T\frac{b-1}{b+1}\ln\frac{n_R}{n_L}.$$

In the example the terms are 200 mV and 4 mV. Without injected plasma, electrons from the background doping alone would need 15.6 V. Junction, contact and substrate voltages are not included. Scattering between electrons and holes is also left out; it would raise the first term.

### Setting the model beside a real diode

The width, doping and current density are ordinary for this voltage class. A lifetime of 5 µs belongs to good or treated material; about 1 µs is a rough figure for untreated layers. The emitter data are uncertain, and they matter. Raising the gap narrowing from 50 to 70 meV in both emitters lowers $\bar n$ by 29%. Emitter lifetimes of 0.1 and 10 ns in place of 1 ns change it by −40% and +42%, and aluminium levels of 0.11 and 0.20 eV by +26% and −22%. Heating to 450 K raises it by 61% if base mobilities fall as $T^{-2}$ and all lifetimes, emitter mobilities, gap narrowing and cathode doping stay fixed. More aluminium is then ionized, so $p_0$ reaches $4.8\times10^{18}$ cm⁻³, and the factor $e^{\Delta/kT}$ drops from 6.9 to 3.6. These two changes alone would lower $h_p$ to $2.8\times10^{-14}$ cm⁴/s. The minority diffusivity, which rises with temperature at fixed mobility, brings it back up to $3.4\times10^{-14}$ cm⁴/s. A conducting diode heats itself, so 300 K cannot be taken for granted in operation.

The other omissions that were sized change $\bar n$ less at 100 A/cm². Reducing both base mobilities by 30%, to show how far the result depends on them, gives −8%. A rough bimolecular coefficient of $1.5\times10^{-12}$ cm³/s gives −8%, degeneracy in the cathode +3%, background doping −1%, and Auger recombination with $7\times10^{-31}$ cm⁶/s −0.1%. The recombination terms grow with current. At 1000 A/cm² the same bimolecular coefficient lowers $\bar n$ by about one sixth, reduces the slope from 0.52 to 0.46 and raises the bulk share from 0.04 to 0.06, so the last row of the table describes the model, not the material. The ratio of injected electrons to holes in the anode, $n_E/p_0$, is 0.01 at 100 A/cm², so the quadratic law is safe there. The ratio grows as $n_L^2$ and is about 0.1 at 1000 A/cm², where the law begins to lose accuracy. The plasma Debye length of 15 nm is tiny beside $W$, which supports quasi-neutrality. Recombination at side walls and a lifetime that varies with depth are not sized. The full numerical output follows.

## Computed results

```
Drift width 100 um, lifetime 5.0 us, T 300 K
Mobilities n, p: 800, 100 cm2/Vs; doping 5.0e+14 cm-3
Al density 1.0e+20 cm-3, level 0.15 eV, holes 1.365e+18 cm-3
Nv 2.5e+19, Nc 1.7e+19 cm-3, acceptor g 4
Cathode electrons 1.0e+19 cm-3, gap narrowing 50 meV
Emitter minority mobility n, p: 50, 40 cm2/Vs
Emitter lifetime 1.0 ns, width 1.0 um
hp 1.837e-13, hn 2.233e-14 cm4/s
D 4.596 cm2/s, L 47.94 um, W/L 2.086
At J = 100 A/cm2: gL 5.548e+20, gR 6.935e+19 cm-2 s-1
nL 5.284e+16, nR 4.242e+16 cm-3
Average 3.558e+16, minimum 2.956e+16 cm-3
Lifetime-only average 3.121e+17 cm-3, ratio 8.77
Decoupled-edge limits nL 5.496e+16, nR 5.572e+16 cm-3
Shares bulk, anode, cathode: 0.114, 0.822, 0.064
Slopes average, nL, nR: 0.565, 0.521, 0.621
Plasma voltage: ohmic 199.8 mV, Dember 4.42 mV
Unmodulated ohmic drop 15.6 V
Half-share current 2.028 A/cm2, average 3.16e+15 cm-3
J 1 A/cm2: average 1.911e+15 cm-3, slope 0.737, bulk 0.612
J 10 A/cm2: average 9.024e+15 cm-3, slope 0.628, bulk 0.289
J 100 A/cm2: average 3.558e+16 cm-3, slope 0.565, bulk 0.114
J 1000 A/cm2: average 1.241e+17 cm-3, slope 0.525, bulk 0.040
tau 0.5 us: average 1.019e+16, bulk-only 3.12e+16 cm-3, tau-slope 0.663
tau 5.0 us: average 3.558e+16, bulk-only 3.12e+17 cm-3, tau-slope 0.347
tau 50.0 us: average 5.234e+16, bulk-only 3.12e+18 cm-3, tau-slope 0.053
Symmetric test: J* 3.773 A/cm2 (mu 200 cm2/Vs, h 1e-13 cm4/s)
Doubling W: emitter 1.000, bimolecular 0.707
Emitter-law slope: low 2.000, high 1.003
Largest formula-numerics difference 1.3e-08 (relative)
Change of average density at 100 A/cm2:
  background doping -0.8 %
  bimolecular B 1.5e-12 cm3/s -7.6 %
  Auger C 7.0e-31 cm6/s -0.1 %
  mobilities x 0.7 -8.2 %
  gap narrowing 70 meV -29.0 %
  450 K, same lifetimes +60.6 %
  cathode degeneracy (hn / 1.229) +3.1 %
At 450 K: holes 4.78e+18 cm-3, hp 3.42e-14 cm4/s
Anode emitter injection ratio 0.0103
Base degeneracy nL/Nc 0.0031
Plasma field, largest 23.8 V/cm
Base-side junction field bound 0.115 MV/cm
Plasma Debye length 15.3 nm
```
